**Surface relaxation and stress: second-moment metal against Lennard-Jones**

The program treats 20-layer fcc (100) slabs with energy \(\sum_{i<j}\varphi(r_{ij})+\sum_iF(\rho_i)\), where \(\varphi\) is the pair energy, \(F\) the embedding energy and \(\rho_i\) the sum of squared, scaled hopping terms at atom \(i\). Lengths are in the bulk neighbour distance \(r_0\), energies in the bulk cohesive energy \(E_c\), and positive stress is tensile. For the nearest-neighbour metal, it asserts that forces and stresses obtained by differentiating the slab energy agree with the bond-tension formulas, before and after relaxation. It also asserts that a linear \(F\) removes the unrelaxed force and stress, and that reversed curvature reverses them. For Lennard-Jones slabs, it asserts the plane-sum formulas, the outward force and the compressive unrelaxed stress. The top spacing changes by −4.1 % in the nearest-neighbour metal and by +2.6 % in the Lennard-Jones slab with range \(8r_0\). The relaxed stress is tensile in both, +0.121 and +0.074 \(E_c/r_0^2\), although the Lennard-Jones surface starts at −0.130 \(E_c/r_0^2\). In a longer-ranged metal, replacing \(F\) by its tangent turns a 2.7 % contraction into a 1.9 % expansion.

## Numerical check

```python
"""Why metal surfaces relax inward under tensile stress and Lennard-Jones ones outward.

Energy of an fcc (100) slab: E = sum_pairs pair(r) + sum_atoms embed(rho),
rho = sum_neighbours hop(r).  Second-moment metal: pair = 2 A exp(-p(r-1)),
hop = exp(-2q(r-1)), embed = -xi sqrt(rho), which is convex in rho.
Result under test: convex embed puts surface bonds under tension (inward
relaxation, tensile stress); a linear embed removes this; a Lennard-Jones
surface is pushed outward by the loss of distant attractions.
Units: r0 = bulk neighbour distance, Ec = bulk cohesive energy per atom.
The area per surface atom is r0^2; positive surface stress is tensile.
"""
from collections import namedtuple
import numpy as np
from scipy.optimize import root, minimize_scalar

Model = namedtuple("Model", "planes pair hop embed")
LAYERS = 20
H0 = np.sqrt(0.5)          # bulk spacing of (100) planes
P, Q = 10.0, 3.0           # decay of repulsion and of hopping


def plane_table(nmax):
    """Neighbours with squared distance <= nmax/2, grouped by plane offset m."""
    span = int(np.sqrt(nmax))
    table = []
    for m in range(span + 1):
        count = {}
        for i in range(-span, span + 1):
            for j in range(-span, span + 1):
                n = i * i + j * j + m * m
                if 0 < n <= nmax and (i + j + m) % 2 == 0:
                    count[i * i + j * j] = count.get(i * i + j * j, 0) + 1
        if count:
            table.append((m, np.array(list(count.keys())) / 2.0,
                          np.array(list(count.values()), float)))
    return table


def bulk_neighbours(planes):
    r = np.concatenate([np.sqrt(b2 + m * m / 2.0) for m, b2, w in planes])
    weight = np.concatenate([w * (1 if m == 0 else 2) for m, b2, w in planes])
    return r, weight


def bulk_energy(model, scale=1.0):
    r, w = bulk_neighbours(model.planes)
    return (0.5 * np.sum(w * model.pair(r * scale))
            + model.embed(np.sum(w * model.hop(r * scale))))


def hop_metal(r):
    return np.exp(-2 * Q * (r - 1))


def make_metal(nmax):
    planes = plane_table(nmax)
    r, w = bulk_neighbours(planes)
    rep = np.exp(-P * (r - 1))
    rho0 = np.sum(w * hop_metal(r))
    a = Q * np.sum(w * r * hop_metal(r)) / (np.sqrt(rho0) * P * np.sum(w * r * rep))
    cohesion = np.sqrt(rho0) - a * np.sum(w * rep)
    a, xi = a / cohesion, 1 / cohesion
    model = Model(planes, lambda x: 2 * a * np.exp(-P * (x - 1)), hop_metal,
                  lambda rho: -xi * np.sqrt(rho))
    return model, a, xi, rho0


def tangent_of(model, xi, rho0):
    """Same metal with embed replaced by its tangent at the bulk density."""
    return model._replace(embed=lambda rho: -xi * np.sqrt(rho0)
                          - xi * (rho - rho0) / (2 * np.sqrt(rho0)))


def make_lj(nmax):
    planes = plane_table(nmax)
    r, w = bulk_neighbours(planes)
    s6, s12 = np.sum(w * r**-6.0), np.sum(w * r**-12.0)
    sigma = (s6 / (2 * s12)) ** (1 / 6)
    eps = 2 * s12 / s6**2
    model = Model(planes,
                  lambda x: 4 * eps * ((sigma / x)**12 - (sigma / x)**6),
                  lambda x: np.zeros_like(x), lambda rho: 0.0 * rho)
    return model, sigma, eps


def slab_sums(model, gaps, strain):
    z = np.concatenate([[0.0], np.cumsum(gaps)])
    total, rho = 0.0, np.zeros(len(z))
    for m, b2, w in model.planes:
        if m == 0:
            r = np.sqrt(b2) * (1 + strain)
            total += 0.5 * len(z) * np.sum(w * model.pair(r))
            rho += np.sum(w * model.hop(r))
        else:
            dz = z[m:] - z[:-m]
            r = np.sqrt(b2 * (1 + strain)**2 + dz[:, None]**2)
            total += np.sum(model.pair(r) @ w)
            d = model.hop(r) @ w
            rho[:-m] += d
            rho[m:] += d
    return total, rho


def energy(model, gaps, strain=0.0):
    total, rho = slab_sums(model, gaps, strain)
    return total + np.sum(model.embed(rho))


FLAT = np.full(LAYERS - 1, H0)


def gap_force(model, gaps, k, step=1e-5):
    """Attraction per surface atom through gap k, from the energy alone."""
    d = np.zeros(len(gaps))
    d[k] = step
    return (energy(model, gaps + d) - energy(model, gaps - d)) / (2 * step)


def relax(model, strain=0.0):
    """Relax all spacings of a mirror-symmetric slab, using only the energy."""
    def full(half):
        return np.concatenate([half, half[-2::-1]])

    def gradient(half, step=1e-5):
        g = np.zeros(len(half))
        for k in range(len(half)):
            d = np.zeros(len(half))
            d[k] = step
            g[k] = (energy(model, full(half + d), strain)
                    - energy(model, full(half - d), strain)) / (2 * step)
        return g
    sol = root(gradient, np.full(LAYERS // 2, H0), method="hybr",
               options={"eps": 1e-8, "xtol": 1e-9})
    assert np.max(np.abs(gradient(sol.x))) < 1e-6
    gaps = full(sol.x)
    assert energy(model, gaps, strain) < energy(model, FLAT, strain) + 1e-10
    return gaps


def stress(model, gaps, e=2e-5):
    """Surface stress from a biaxial strain; two faces, two directions."""
    return (energy(model, gaps, e) - energy(model, gaps, -e)) / (2 * e) / 4


def stress_rerelaxed(model, e=2e-5):
    up = energy(model, relax(model, e), e)
    down = energy(model, relax(model, -e), -e)
    return (up - down) / (2 * e) / 4


def surface_energy(model, gaps):
    return (energy(model, gaps) - LAYERS * bulk_energy(model)) / 2


def percent(gap):
    return 100 * (gap / H0 - 1)


def check_bulk(model):
    e = 1e-5
    slope = (bulk_energy(model, 1 + e) - bulk_energy(model, 1 - e)) / (2 * e)
    assert abs(slope) < 1e-6 and abs(bulk_energy(model) + 1) < 1e-10
    assert bulk_energy(model, 1.01) > -1 and bulk_energy(model, 0.99) > -1


# ---- nearest-neighbour second-moment metal ----
metal, A, XI, RHO0 = make_metal(2)
check_bulk(metal)
cost12 = metal.embed(11.0) - metal.embed(12.0)
cost8 = metal.embed(7.0) - metal.embed(8.0)
assert cost8 > cost12
best8 = minimize_scalar(lambda r: 4 * metal.pair(r) + metal.embed(8 * metal.hop(r)),
                        bounds=(0.8, 1.2), method="bounded",
                        options={"xatol": 1e-10}).x
assert abs(best8 - (1 + np.log(8 / 12) / (2 * (P - Q)))) < 1e-6


def tension(rho_i, rho_j):
    """Bond tension at length r0 predicted from the two densities."""
    return XI * Q * (rho_i**-0.5 + rho_j**-0.5 - 2 / np.sqrt(12))


t11, t12 = tension(8, 8), tension(8, 12)
force_metal = gap_force(metal, FLAT, 0)
tau_metal0 = stress(metal, FLAT)
assert abs(force_metal - 2 * np.sqrt(2) * t12) < 1e-6
assert abs(gap_force(metal, FLAT, 1)) < 1e-6
assert abs(tau_metal0 - (t11 + t12)) < 3e-6

gaps_metal = relax(metal)
rho = slab_sums(metal, gaps_metal, 0.0)[1]
bond = np.sqrt(0.5 + gaps_metal**2)
bond_law = 1 - np.log(np.sqrt(12) / 2 * (rho[:-1]**-0.5 + rho[1:]**-0.5)) / (P - 2 * Q)
assert np.max(np.abs(bond - bond_law)) < 1e-6
tau_metal = stress_rerelaxed(metal)
layer_tension = tension(rho[:LAYERS // 2], rho[:LAYERS // 2])
assert abs(tau_metal - np.sum(layer_tension)) < 3e-6
assert abs(tau_metal - stress(metal, gaps_metal)) < 3e-6
assert gaps_metal[0] < H0 and 0 < tau_metal < tau_metal0

# ---- controls: straight and reversed curvature of embed ----
straight = tangent_of(metal, XI, RHO0)
reversed_curve = metal._replace(
    embed=lambda x: 2 * straight.embed(x) - metal.embed(x))
force_straight, tau_straight = gap_force(straight, FLAT, 0), stress(straight, FLAT)
force_reversed, tau_reversed = gap_force(reversed_curve, FLAT, 0), stress(reversed_curve, FLAT)
assert abs(force_straight) < 1e-6 and abs(tau_straight) < 3e-6
assert abs(force_reversed + force_metal) < 1e-6
assert abs(tau_reversed + tau_metal0) < 6e-6

# ---- longer-ranged metal: convexity against range ----
far_metal, A_far, XI_far, rho_far = make_metal(10)
far_straight = tangent_of(far_metal, XI_far, rho_far)
check_bulk(far_metal)
check_bulk(far_straight)
gaps_far, gaps_far_straight = relax(far_metal), relax(far_straight)
tau_far, tau_far_straight = stress(far_metal, gaps_far), stress(far_straight, gaps_far_straight)
assert gaps_far[0] < H0 < gaps_far_straight[0] and tau_far > 0

# ---- Lennard-Jones ----
near_lj = make_lj(2)[0]
assert abs(gap_force(near_lj, FLAT, 0)) < 1e-6 and abs(stress(near_lj, FLAT)) < 3e-6


def study_lj(nmax):
    lj, sigma, eps = make_lj(nmax)
    check_bulk(lj)
    offsets, pull, virial = [], [], []
    for m, b2, w in lj.planes:
        if m > 0:
            r = np.sqrt(b2 + m * m / 2.0)
            slope = 24 * eps * (sigma**6 / r**7 - 2 * sigma**12 / r**13)
            offsets.append(m)
            pull.append(np.sum(w * slope * m * H0 / r))
            virial.append(np.sum(w * slope * b2 / (2 * r)))
    offsets, pull, virial = map(np.array, (offsets, pull, virial))
    assert abs(np.sum(offsets * pull)) < 1e-10
    assert pull[0] < 0 and np.all(pull[1:] > 0)
    force = gap_force(lj, FLAT, 0)
    tau0 = stress(lj, FLAT)
    assert abs(force + np.sum((offsets - 1) * pull)) < 1e-6 and force < 0
    assert abs(tau0 + 0.5 * np.sum(offsets * virial)) < 3e-6 and tau0 < 0
    gaps = relax(lj)
    tau = stress_rerelaxed(lj)
    assert abs(tau - stress(lj, gaps)) < 3e-6
    assert gaps[0] > H0 and tau > tau0
    return dict(model=lj, sigma=sigma, eps=eps, pull=pull, force=force,
                tau0=tau0, gaps=gaps, tau=tau)


lj_short, lj_long = study_lj(50), study_lj(128)

print(f"layers in each slab: {LAYERS}; p = {P:.0f}, q = {Q:.0f}")
print("METAL, nearest neighbours")
print(f"A = {A:.5f} Ec, xi = {XI:.5f} Ec")
print(f"band cost of losing a neighbour, 12 to 11: {cost12:.5f} Ec")
print(f"band cost of losing a neighbour, 8 to 7: {cost8:.5f} Ec")
print(f"best bond length at uniform Z = 8: {best8:.5f} r0")
print(f"unrelaxed tension, bond in top layer: {t11:.5f} Ec/r0")
print(f"unrelaxed tension, bond layer 1 to 2: {t12:.5f} Ec/r0")
print(f"inward force on top atom: {force_metal:.5f} Ec/r0")
print(f"top spacing change: {percent(gaps_metal[0]):+.3f} %")
print(f"second spacing change: {percent(gaps_metal[1]):+.3f} %")
print(f"relaxed bond length, layer 1 to 2: {bond[0]:.5f} r0")
print(f"relaxed densities, layers 1, 2, 3: {rho[0]:.4f}, {rho[1]:.4f}, {rho[2]:.4f}")
print("relaxed in-layer tensions, layers 1, 2, 3: "
      + ", ".join(f"{t:+.5f}" for t in layer_tension[:3]) + " Ec/r0")
print(f"surface stress unrelaxed: {tau_metal0:+.5f} Ec/r0^2")
print(f"surface stress relaxed: {tau_metal:+.5f} Ec/r0^2")
print(f"surface energy unrelaxed: {surface_energy(metal, FLAT):.5f} Ec/r0^2")
print(f"surface energy relaxed: {surface_energy(metal, gaps_metal):.5f} Ec/r0^2")
print("CONTROLS, nearest neighbours, unrelaxed")
print(f"straight embed: |force| below 1e-6 Ec/r0: {abs(force_straight) < 1e-6}")
print(f"reversed curvature: inward force {force_reversed:+.5f} Ec/r0")
print(f"reversed curvature: stress {tau_reversed:+.5f} Ec/r0^2")
print(f"METAL, range up to {np.sqrt(5):.3f} r0, relaxed")
print(f"top spacing change: {percent(gaps_far[0]):+.3f} %")
print(f"surface stress: {tau_far:+.5f} Ec/r0^2")
print(f"tangent control, top spacing change: {percent(gaps_far_straight[0]):+.3f} %")
print(f"tangent control, surface stress: {tau_far_straight:+.5f} Ec/r0^2")
for nmax, res in ((50, lj_short), (128, lj_long)):
    print(f"LENNARD-JONES, range up to {np.sqrt(nmax / 2):.1f} r0")
    print(f"sigma = {res['sigma']:.5f} r0, epsilon = {res['eps']:.5f} Ec")
    print(f"pair minimum at {2**(1 / 6) * res['sigma']:.5f} r0")
    print("plane attractions f1, f2, f3: "
          + ", ".join(f"{f:+.5f}" for f in res['pull'][:3]) + " Ec/r0")
    print(f"inward force on top atom: {res['force']:+.5f} Ec/r0")
    print(f"top, second spacing change: {percent(res['gaps'][0]):+.3f} %, "
          f"{percent(res['gaps'][1]):+.3f} %")
    print(f"surface stress unrelaxed: {res['tau0']:+.5f} Ec/r0^2")
    print(f"surface stress relaxed: {res['tau']:+.5f} Ec/r0^2")
    print(f"surface energy relaxed: {surface_energy(res['model'], res['gaps']):.5f} Ec/r0^2")
print("tests ok")
```

Output:

```
layers in each slab: 20; p = 10, q = 3
METAL, nearest neighbours
A = 0.03571 Ec, xi = 0.41239 Ec
band cost of losing a neighbour, 12 to 11: 0.06082 Ec
band cost of losing a neighbour, 8 to 7: 0.07533 Ec
best bond length at uniform Z = 8: 0.97104 r0
unrelaxed tension, bond in top layer: 0.16053 Ec/r0
unrelaxed tension, bond layer 1 to 2: 0.08027 Ec/r0
inward force on top atom: 0.22703 Ec/r0
top spacing change: -4.082 %
second spacing change: +0.424 %
relaxed bond length, layer 1 to 2: 0.97980 r0
relaxed densities, layers 1, 2, 3: 8.5153, 12.4647, 11.9545
relaxed in-layer tensions, layers 1, 2, 3: +0.13365, -0.01344, +0.00136 Ec/r0
surface stress unrelaxed: +0.24080 Ec/r0^2
surface stress relaxed: +0.12144 Ec/r0^2
surface energy unrelaxed: 0.11929 Ec/r0^2
surface energy relaxed: 0.11587 Ec/r0^2
CONTROLS, nearest neighbours, unrelaxed
straight embed: |force| below 1e-6 Ec/r0: True
reversed curvature: inward force -0.22703 Ec/r0
reversed curvature: stress -0.24080 Ec/r0^2
METAL, range up to 2.236 r0, relaxed
top spacing change: -2.711 %
surface stress: +0.16245 Ec/r0^2
tangent control, top spacing change: +1.908 %
tangent control, surface stress: +0.02607 Ec/r0^2
LENNARD-JONES, range up to 5.0 r0
sigma = 0.91680 r0, epsilon = 0.11688 Ec
pair minimum at 1.02907 r0
plane attractions f1, f2, f3: -0.75908, +0.29100, +0.04010 Ec/r0
inward force on top atom: -0.41494 Ec/r0
top, second spacing change: +2.491 %, +0.513 %
surface stress unrelaxed: -0.11719 Ec/r0^2
surface stress relaxed: +0.07286 Ec/r0^2
surface energy relaxed: 0.42980 Ec/r0^2
LENNARD-JONES, range up to 8.0 r0
sigma = 0.91716 r0, epsilon = 0.11633 Ec
pair minimum at 1.02948 r0
plane attractions f1, f2, f3: -0.77054, +0.29041, +0.04020 Ec/r0
inward force on top atom: -0.42498 Ec/r0
top, second spacing change: +2.555 %, +0.567 %
surface stress unrelaxed: -0.12977 Ec/r0^2
surface stress relaxed: +0.07416 Ec/r0^2
surface energy relaxed: 0.43798 Ec/r0^2
tests ok
```
